# Which signatures admit Majorana, Weyl and Majorana–Weyl spinors: test program

```python
# Result under test: for gamma matrices with p squares +1 and q squares -1,
# d = p+q, k = p-q, invariant spinor conditions exist as follows:
#   Weyl: d even;  Majorana: k = 0,1,2,6,7 mod 8;  Majorana-Weyl: k = 0 mod 8.
# A conjugator B obeys B G B^-1 = eta G* (eta = +1 or -1), and B* B = eps.
# The Majorana condition is psi* = B psi.  All printed numbers are pure numbers.
import itertools
from functools import reduce
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(12)
one = np.eye(2, dtype=complex)
s1 = np.array([[0, 1], [1, 0]], dtype=complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
TOL = 1e-9


def kron(*factors):
    return reduce(np.kron, factors)


def product(matrices, size):
    return reduce(np.matmul, matrices, np.eye(size, dtype=complex))


def gammas(p, q, order=None):
    """Explicit matrices: p with square +1 first, then q with square -1."""
    d = p + q
    n = d // 2
    h = []
    for j in range(n):
        for s in (s1, s2):
            h.append(kron(*([s3] * j + [s] + [one] * (n - j - 1))))
    if d % 2:
        h.append(kron(*([s3] * n)))
    order = range(d) if order is None else order
    return [h[i] if pos < p else 1j * h[i] for pos, i in enumerate(order)]


def check_clifford(G, p):
    size = len(G[0])
    for a in range(len(G)):
        for b in range(a, len(G)):
            want = 0 if a != b else (2 if a < p else -2)
            diff = G[a] @ G[b] + G[b] @ G[a] - want * np.eye(size)
            assert abs(diff).max() < TOL


def chirality(G):
    w = product(G, len(G[0]))
    return w if (w @ w)[0, 0].real > 0 else 1j * w


def find_conjugator(G, eta):
    """Project a random matrix on the solutions of B G = eta G* B."""
    size = len(G[0])
    X = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    for g in G:
        X = 0.5 * (X + eta * g.conj() @ X @ g.conj().T)
    norm = np.linalg.norm(X) / np.sqrt(size)
    return None if norm < TOL else X / norm


def count_real(B, chi=None):
    """Number of real parameters in psi* = B psi (and chi psi = psi)."""
    size = len(B)
    I = np.eye(size)
    M = np.block([[I - B.real, B.imag], [-B.imag, -I - B.real]])
    if chi is not None:
        C = chi - I
        M = np.vstack([M, np.block([[C.real, -C.imag], [C.imag, C.real]])])
    return 2 * size - int(np.linalg.matrix_rank(M, tol=1e-8))


def parity_sign(n):
    return 1 - 2 * (n % 2)


def predicted_signs(k):
    kappa = k // 2
    eta = parity_sign(kappa)
    signs = {eta: parity_sign(kappa * (kappa + 1) // 2), -eta: 0}
    if k % 2 == 0:
        signs[-eta] = parity_sign(kappa * (kappa - 1) // 2)
    return signs


def analyse(p, q):
    d = p + q
    plain = gammas(p, q, rng.permutation(d))
    size = len(plain[0])
    U = np.linalg.qr(rng.normal(size=(size, size))
                     + 1j * rng.normal(size=(size, size)))[0]
    G = [U @ g @ U.conj().T for g in plain]
    check_clifford(G, p)
    chi = chirality(G)
    splits = np.linalg.norm(chi - np.trace(chi) / size * np.eye(size)) > 1e-6
    eps, conj, majorana, mw = {}, {}, 0, 0
    for eta in (1, -1):
        B = find_conjugator(G, eta)
        eps[eta] = 0
        if B is None:
            continue
        square = B.conj() @ B
        eps[eta] = int(round(square[0, 0].real))
        assert abs(eps[eta]) == 1
        assert abs(square - eps[eta] * np.eye(size)).max() < 1e-7
        conj[eta] = B
        n_real = count_real(B)
        assert n_real == (size if eps[eta] == 1 else 0)
        majorana = max(majorana, n_real)
        if splits:
            mw = max(mw, count_real(B, chi))
            flip = B @ chi @ B.conj().T - parity_sign((p - q) // 2) * chi.conj()
            assert abs(flip).max() < 1e-7
    assert eps == predicted_signs(p - q), (p, q, eps)
    # products of the imaginary or of the real matrices, carried to the new basis
    imag = [g for g in plain if abs(g.real).max() < TOL]
    real = [g for g in plain if abs(g.imag).max() < TOL]
    assert len(imag) + len(real) == d
    for group, eta in ((imag, parity_sign(len(imag))),
                       (real, -parity_sign(len(real)))):
        moved = U.conj() @ product(group, size) @ U.conj().T
        overlap = abs(np.trace(moved.conj().T @ conj[eta])) / size
        assert abs(overlap - 1) < 1e-7
    weyl = 0
    if splits:
        weyl = 2 * int(round(np.trace(np.eye(size) + chi).real / 2))
    return dict(G=G, chi=chi, eps=eps, conj=conj, size=size,
                majorana=majorana, weyl=weyl, mw=mw)


results = {(p, d - p): analyse(p, d - p)
           for d in range(2, 13) for p in range(d + 1)}


def kind(r):
    return (r["eps"][1], r["eps"][-1],
            r["majorana"] > 0, r["weyl"] > 0, r["mw"] > 0)


# The class depends on k mod 8 only, and no shorter period works.
classes, members = {}, {}
for (p, q), r in results.items():
    k = (p - q) % 8
    assert classes.setdefault(k, kind(r)) == kind(r)
    members[k] = members.get(k, 0) + 1
    assert (r["majorana"] > 0) == (k in (0, 1, 2, 6, 7))
    assert (r["weyl"] > 0) == ((p + q) % 2 == 0)
    assert (r["mw"] > 0) == (k == 0)
for shift in range(1, 8):
    assert any(classes[k][2] != classes[(k + shift) % 8][2] for k in range(8))

# Character sums over even products: reducibility and reality without any B.
n_character = 0
for (p, q), r in results.items():
    d = p + q
    if d > 10:
        continue
    half = np.eye(r["size"], dtype=complex)
    if d % 2 == 0:
        half = (half + r["chi"]) / 2
    pieces, indicator = 0.0, 0.0
    for length in range(0, d + 1, 2):
        for subset in itertools.combinations(r["G"], length):
            g = product(subset, r["size"])
            pieces += abs(np.trace(g)) ** 2 / 2 ** (d - 1)
            indicator += np.sum((half @ g) * g.T).real / 2 ** (d - 1)
    assert abs(pieces - (2 if r["weyl"] else 1)) < 1e-7
    nu = int(round(indicator))
    assert abs(indicator - nu) < 1e-7
    if d % 2:
        assert (nu == 1) == (r["majorana"] > 0)
    else:
        assert (nu >= 0) == (r["majorana"] > 0)
        assert (nu == 1) == (r["mw"] > 0)
    n_character += 1

# Eight real symmetric 16x16 matrices lift (p,q) to (p+8,q) or (p,q+8).
e = 1j * s2
seven = [kron(e, e, e), kron(one, s1, e), kron(one, s3, e), kron(s1, e, one),
         kron(s3, e, one), kron(e, one, s1), kron(e, one, s3)]
eight = [kron(e, x) for x in seven] + [kron(s1, np.eye(8))]
star = kron(s3, np.eye(8))
check_clifford(eight + [star], 9)
assert all(abs(x.imag).max() == 0 and abs(x - x.T).max() == 0 for x in eight)
n_lift = 0
for (p, q), r in results.items():
    if p + q > 4:
        continue
    for new_sign, target in ((1, (p + 8, q)), (-1, (p, q + 8))):
        factor = 1 if new_sign == 1 else 1j
        old = [np.kron(g, star) for g in r["G"]]
        new = [np.kron(np.eye(r["size"]), factor * x) for x in eight]
        big = (old[:p] + new + old[p:]) if new_sign == 1 else old + new
        check_clifford(big, target[0])
        for eta, B in r["conj"].items():
            lifted = np.kron(B, np.eye(16) if eta == new_sign else star)
            for g in big:
                assert abs(lifted @ g - eta * g.conj() @ lifted).max() < 1e-7
            sq = lifted.conj() @ lifted
            assert abs(sq - r["eps"][eta] * np.eye(len(sq))).max() < 1e-7
        assert kind(results[target]) == kind(r)
        n_lift += 1

# Plane waves u exp(-ipx) + v exp(ipx), v = B^-1 u*, with mass 1, one time.
massive = {}
for d in range(2, 13):
    r = results[(1, d - 1)]
    massive[d] = False
    momentum = rng.normal(size=d - 1)
    energy = np.sqrt(1 + momentum @ momentum)
    slash = energy * r["G"][0] - sum(c * g for c, g in zip(momentum, r["G"][1:]))
    seed = rng.normal(size=r["size"]) + 1j * rng.normal(size=r["size"])
    u = slash @ seed + seed
    assert np.linalg.norm(slash @ u - u) < 1e-8 * np.linalg.norm(u)
    for eta, B in r["conj"].items():
        if r["eps"][eta] == 1:
            v = B.conj().T @ u.conj()
            error = np.linalg.norm(slash @ v + v) / np.linalg.norm(v)
            assert (error < 1e-7) == (eta == -1)
            massive[d] = massive[d] or error < 1e-7
    assert massive[d] == (d % 8 in (2, 3, 4))
    assert (r["majorana"] > 0) == (d % 8 in (0, 1, 2, 3, 4))
    assert (r["mw"] > 0) == (d % 8 == 2)


def yes(flag):
    return "yes" if flag else "no"


print("All numbers are pure numbers; eps = 0 means no such B exists")
print("signatures tested, d = 2 to 12:", len(results))
print("signatures tested by character sums, d = 2 to 10:", n_character)
print("period-eight lifts tested:", n_lift)
print("k mod 8 | eps(eta=+1) eps(eta=-1) | Majorana Weyl Maj-Weyl | cases")
for k in range(8):
    c = classes[k]
    print(f"{k} | {c[0]:+d} {c[1]:+d} | {yes(c[2])} {yes(c[3])} {yes(c[4])}"
          f" | {members[k]}")
print("One time: d | real components Dirac, Weyl, Majorana, Maj-Weyl | mass")
for d in range(2, 13):
    r = results[(1, d - 1)]
    print(f"{d} | {2 * r['size']} {r['weyl']} {r['majorana']} {r['mw']}"
          f" | {yes(massive[d])}")
print("d = 4: (p,q) | real components Weyl, Majorana, Maj-Weyl")
for p in range(4, -1, -1):
    r = results[(p, 4 - p)]
    print(f"({p},{4 - p}) | {r['weyl']} {r['majorana']} {r['mw']}")

# Explicit four-dimensional Majorana spinor for signature (1,3).
G = gammas(1, 3)
check_clifford(G, 1)
imag = [i for i, g in enumerate(G) if abs(g.real).max() < TOL]
assert imag == [2]
B = G[2]
assert all(abs(B @ g + g.conj() @ B).max() < TOL for g in G)
assert abs(B.conj() @ B - np.eye(4)).max() < TOL
z, w = 1 + 2j, 3 - 1j
psi = np.array([z, -1j * np.conj(z), w, 1j * np.conj(w)])
rapidity, angle = 0.8, 0.5
S = expm(0.5 * rapidity * G[0] @ G[1]) @ expm(0.5 * angle * G[1] @ G[2])
moved = S @ psi
chi = chirality(G)
assert abs(chi - np.diag(np.diag(chi))).max() < TOL
projected = (psi + chi @ psi) / 2


def defect(x):
    return np.linalg.norm(x.conj() - B @ x)


assert defect(psi) < TOL and defect(moved) < TOL and defect(projected) > 1
assert count_real(B) == 4 and count_real(B, chi) == 0


def show(x):
    return ", ".join(f"{c:.4f}" for c in x)


print("(1,3) example: index of the imaginary gamma matrix:", imag[0])
print("B entries (row 1 col 2, 2 1, 3 4, 4 3):",
      show([B[0, 1], B[1, 0], B[2, 3], B[3, 2]]))
print("diagonal of chirality matrix:", [int(round(c.real)) for c in np.diag(chi)])
print(f"z = {z}, w = {w}, rapidity = {rapidity}, angle = {angle} rad")
print("psi:", show(psi))
print("psi after rotation (1-2 plane), then boost (axis 1):", show(moved))
print(f"norm of psi* - B psi, before: {defect(psi):.1e}, after: {defect(moved):.1e}")
print("chiral part of psi:", show(projected))
print(f"norm of psi* - B psi for the chiral part: {defect(projected):.4f}")

# Ten dimensions with one time: B is a product of four imaginary matrices.
G = gammas(1, 9)
imag = [i for i, g in enumerate(G) if abs(g.real).max() < TOL]
B = product([G[i] for i in imag], 32)
assert all(abs(B @ g - g.conj() @ B).max() < TOL for g in G)
square = B.conj() @ B
assert abs(square - np.eye(32)).max() < TOL
n_mw = count_real(B, chirality(G))
assert len(imag) == 4 and n_mw == 16
print("(1,9) example: indices of imaginary gamma matrices:", imag)
print(f"(1,9): B*B = {square[0, 0].real:+.0f}, Maj-Weyl real components = {n_mw}")
print("no test failed")
```

It prints:

```
All numbers are pure numbers; eps = 0 means no such B exists
signatures tested, d = 2 to 12: 88
signatures tested by character sums, d = 2 to 10: 63
period-eight lifts tested: 24
k mod 8 | eps(eta=+1) eps(eta=-1) | Majorana Weyl Maj-Weyl | cases
0 | +1 +1 | yes yes yes | 12
1 | +1 +0 | yes no no | 10
2 | +1 -1 | yes yes no | 12
3 | +0 -1 | no no no | 10
4 | -1 -1 | no yes no | 12
5 | -1 +0 | no no no | 10
6 | -1 +1 | yes yes no | 12
7 | +0 +1 | yes no no | 10
One time: d | real components Dirac, Weyl, Majorana, Maj-Weyl | mass
2 | 4 2 2 1 | yes
3 | 4 0 2 0 | yes
4 | 8 4 4 0 | yes
5 | 8 0 0 0 | no
6 | 16 8 0 0 | no
7 | 16 0 0 0 | no
8 | 32 16 16 0 | no
9 | 32 0 16 0 | no
10 | 64 32 32 16 | yes
11 | 64 0 32 0 | yes
12 | 128 64 64 0 | yes
d = 4: (p,q) | real components Weyl, Majorana, Maj-Weyl
(4,0) | 4 0 0
(3,1) | 4 4 0
(2,2) | 4 4 2
(1,3) | 4 4 0
(0,4) | 4 0 0
(1,3) example: index of the imaginary gamma matrix: 2
B entries (row 1 col 2, 2 1, 3 4, 4 3): 0.0000+1.0000j, 0.0000+1.0000j, -0.0000-1.0000j, -0.0000-1.0000j
diagonal of chirality matrix: [-1, 1, 1, -1]
z = (1+2j), w = (3-1j), rapidity = 0.8, angle = 0.5 rad
psi: 1.0000+2.0000j, -2.0000-1.0000j, 3.0000-1.0000j, -1.0000+3.0000j
psi after rotation (1-2 plane), then boost (axis 1): 1.1470+1.4648j, -1.4648-1.1470j, 3.9673-0.7073j, -0.7073+3.9673j
norm of psi* - B psi, before: 0.0e+00, after: 0.0e+00
chiral part of psi: 0.0000+0.0000j, -2.0000-1.0000j, 3.0000-1.0000j, 0.0000+0.0000j
norm of psi* - B psi for the chiral part: 5.4772
(1,9) example: indices of imaginary gamma matrices: [2, 4, 6, 8]
(1,9): B*B = +1, Maj-Weyl real components = 16
no test failed
```
